# Lateral size limit for uniform negative capacitance above a floating metal: verification in Python

```python
"""
Ferroelectric / floating metal / dielectric stack.
Result under test: the uniform negative-capacitance state is the global energy
minimum at every bias only if the lateral side L <= pi*sqrt(g/|a|), provided
C_D + eb/t < 1/(|a| t) and |a| eb < 1.
Energy density of the ferroelectric: a P^2/2 + b P^4/4 + (g/2)|grad P|^2, a < 0.
t: ferroelectric thickness, eb: background permittivity, C_D: dielectric
capacitance per area, Ps: spontaneous polarisation, Ec: intrinsic coercive field.
Reduced units: P/Ps, lengths in sqrt(g/|a|), fields in |a| Ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq, minimize
from scipy.special import jnp_zeros

e0, qe, hbar = const.epsilon_0, const.e, const.hbar
nm, uC, MVcm = 1e-9, 1e-2, 1e8      # m, C/m2 per uC/cm2, V/m per MV/cm

# ---------- inputs (rough, hafnium zirconium oxide on alumina) ----------
Ps, Ec, g = 20 * uC, 1 * MVcm, 1e-9
t, t_D = 10 * nm, 4 * nm
eps_b, eps_D = 30.0, 9.0
side, cell, screen = 2 * nm, 0.5 * nm, 0.05 * nm
barrier_eV, tunnel_mass, field_limit = 3.0, 0.3, 8 * MVcm
temperature = 300.0

a = -1.5 * np.sqrt(3) * Ec / Ps
b = -a / Ps**2
eb, C_D = eps_b * e0, eps_D * e0 / t_D
C_b = eb / t
C_tot = C_D + C_b
C_allowed = 1 / (-a * t)
ell = np.sqrt(g / -a)
L_max = np.pi * ell
P_edge = Ps / np.sqrt(3)


def field(P):
    return a * P + b * P**3


P_grid = np.linspace(0, Ps, 20001)
assert abs(-field(P_grid).min() / Ec - 1) < 1e-6
assert abs(P_grid[field(P_grid).argmin()] / P_edge - 1) < 1e-3
assert C_tot < C_allowed and -a * eb < 1


# ---------- lateral modes with free edges ----------
def lateral_stiffness(n, length, cut=False):
    """Matrix of minus the second derivative, zero slope at both ends."""
    D = np.diff(np.eye(n), axis=0) / (length / n)
    if cut:
        D[n // 2 - 1] = 0.0
    return D.T @ D


def softest_zero_average(n, length, cut=False):
    K = lateral_stiffness(n, length, cut)
    lift = 10 * np.trace(K) / n
    return eigvalsh(K + lift * np.ones((n, n)) / n,
                    subset_by_index=[0, 0])[0]


L_numeric = brentq(lambda x: -1 + softest_zero_average(160, x), 1, 6) * ell
assert abs(L_numeric / L_max - 1) < 1e-3
# two uncoupled grains below the limit: the gradient cost vanishes
assert abs(softest_zero_average(160, 2.0, cut=True)) < 1e-6


def disc_wavenumber(n=400):
    """Lowest nonconstant free-edge mode of a disc of radius 1."""
    h = 1 / n
    r = (np.arange(n) + 0.5) * h
    D = np.diff(np.eye(n), axis=0) / h
    radial = D.T @ np.diag(np.arange(1, n) * h) @ D
    found = []
    for m in range(4):
        w = eigh(radial + np.diag(m**2 / r), np.diag(r),
                 eigvals_only=True, subset_by_index=[0, 1])
        found.append(w[w > 1e-4][0])
    return np.sqrt(min(found))


disc_root = jnp_zeros(1, 1)[0]
assert abs(disc_wavenumber() / disc_root - 1) < 2e-3
disc_diameter = 2 * disc_root * ell

# ---------- global minimum: free minimisation from random states ----------
kappa = C_allowed / C_tot
rng = np.random.default_rng(4)


def relax(ratio, bias, n=40):
    K = lateral_stiffness(n, np.pi * ratio)

    def energy(u):
        m = u.mean()
        Ku = K @ u
        value = np.sum(-u**2 / 2 + u**4 / 4 + u * Ku / 2)
        value += n * (kappa * m**2 / 2 - bias * m)
        return value, -u + u**3 + Ku + kappa * m - bias
    out = minimize(energy, rng.uniform(-1.5, 1.5, n), jac=True,
                   method="L-BFGS-B",
                   options=dict(maxiter=5000, ftol=1e-15, gtol=1e-9))
    return out.x, out.fun / n


for bias in (0.0, 0.3, 0.6):
    for trial in range(4):
        assert relax(0.97, bias)[0].std() < 1e-3
u_dom, energy_dom = relax(1.1, 0.0)
assert u_dom.std() > 0.1 and energy_dom < -1e-4

# window in which a biased uniform state stays locally stable at 1.5 L_max
soft = softest_zero_average(160, 1.5 * np.pi)
window = brentq(lambda p: -1 + 3 * p**2 + soft, 0, 1)
assert abs(window - np.sqrt((1 - 1 / 1.5**2) / 3)) < 1e-3


# ---------- polarisation free to vary through the thickness ----------
def softest_depth_mode(k, cap_low, cap_high, n=120):
    """Lowest stiffness at lateral wavenumber k, Poisson equation solved."""
    h = t / n
    G = np.diff(np.eye(n + 1), axis=0)
    weight = np.ones(n + 1)
    weight[[0, -1]] = 0.5
    K = eb / h * G.T @ G + np.diag(eb * k**2 * h * weight)
    K[0, 0] += cap_low
    K[-1, -1] += cap_high
    D = np.diff(np.eye(n), axis=0) / h
    H = (a + g * k**2) * np.eye(n) + g * D.T @ D
    H += G @ np.linalg.solve(K, G.T) / h
    return eigvalsh((H + H.T) / 2, subset_by_index=[0, 0])[0]


ideal = 1e5     # F/m2, stands for a perfect electrode
for ratio in (0.8, 1.0, 1.3):
    k = np.pi / (ratio * L_max)
    assert abs(softest_depth_mode(k, ideal, ideal) - a - g * k**2) < -1e-3 * a
uniform_stiffness = a + 1 / (t * C_tot)
assert abs(softest_depth_mode(0, ideal, C_D) / uniform_stiffness - 1) < 1e-3


def screened(L):
    k = np.pi / L
    cap = e0 * np.sqrt(1 / screen**2 + k**2)
    return softest_depth_mode(k, cap, cap)


L_screened = brentq(screened, 0.9 * L_max, 3 * L_max, rtol=1e-6)
C_F = C_b + 1 / (a * t)
screen_share = (2 * screen / e0) / (-1 / C_F)

# ---------- stack capacitance of the uniform state ----------


def uniform_P(V):
    return brentq(lambda P: t * field(P) + (P - C_D * V) / C_tot, -Ps, Ps,
                  xtol=1e-15)


def charge(V):
    P = uniform_P(V)
    return P + eb * field(P)


C_stack_numeric = (charge(0.01) - charge(-0.01)) / 0.02
gain_uniform = C_F / (C_F + C_D)
assert abs(C_stack_numeric / C_D / gain_uniform - 1) < 1e-3


# ---------- two-domain state above the limit ----------
def domain_state(ratio, mean=0.0, start=None, n=240):
    K = lateral_stiffness(n, np.pi * ratio)
    x = (np.arange(n) + 0.5) / n
    if start is None:
        if ratio < 1.5:
            u = np.sqrt(4 * (1 - 1 / ratio**2) / 3) * np.cos(np.pi * x)
        else:
            u = np.tanh((0.5 - x) * np.pi * ratio / np.sqrt(2))
    else:
        u = start.copy()
    E = 0.0
    for _ in range(60):
        H = K + np.diag(3 * u**2 - 1)
        J = np.zeros((n + 1, n + 1))
        J[:n, :n], J[:n, n], J[n, :n] = H, -1, 1 / n
        res = np.append(K @ u - u + u**3 - E, u.mean() - mean)
        step = np.linalg.solve(J, -res)
        u, E = u + step[:n], E + step[n]
        if np.abs(step).max() < 1e-11:
            break
    assert np.abs(step).max() < 1e-9 and u.std() > 0.05
    H = K + np.diag(3 * u**2 - 1)
    slope = 1 / np.mean(np.linalg.solve(H, np.ones(n)))
    return u, E, slope, H


sizes = (1.01, 1.1, 1.25, 1.5, 2.0, 3.0)
slopes = []
for ratio in sizes:
    u, E, slope, H = domain_state(ratio)
    m = 1e-3
    E_up = domain_state(ratio, m, u)[1]
    E_down = domain_state(ratio, -m, u)[1]
    assert abs((E_up - E_down) / (2 * m) - slope) < 2e-3
    assert eigvalsh(H)[0] < 0
    assert eigvalsh(H + kappa * np.ones_like(H) / len(u))[0] > 0
    slopes.append(slope)
slopes = np.array(slopes)
assert np.all(slopes < 0) and np.all(np.diff(slopes) > 0)
onset = 1 - 1 / sizes[0]**2
assert abs((slopes[0] + 1) / onset - 2) < 0.1
C_F_dom = C_b + 1 / (slopes * -a * t)
gains = C_F_dom / (C_F_dom + C_D)

# ---------- neglected effects ----------
stable_cells = 1
while softest_zero_average(stable_cells + 1,
                           (stable_cells + 1) * cell) * g >= -a:
    stable_cells += 1


def plate_capacitance(width, heights, potentials, n=12):
    """Charge on the plate at 1 V; equal square plates in vacuum."""
    h = width / n
    c = (np.arange(n) + 0.5) * h
    X, Y = np.meshgrid(c, c)
    pts = np.concatenate([np.c_[X.ravel(), Y.ravel(), np.full(n * n, z)]
                          for z in heights])
    dist = np.linalg.norm(pts[:, None] - pts[None], axis=2)
    np.fill_diagonal(dist, h / (4 * np.log(1 + np.sqrt(2))))
    V = np.repeat(potentials, n * n)
    Q = np.linalg.solve(1 / (4 * np.pi * e0 * dist), V)
    return Q[V > 0.5].sum()


# a square lies between its inscribed and circumscribed discs
alone = plate_capacitance(side, [0.0], [1.0]) / (e0 * side)
assert 4 < alone < 4 * np.sqrt(2)
levels, volts = [0.0, t_D, t_D + t], [0.0, 1.0, 0.0]
node = plate_capacitance(side, levels, volts)
assert abs(plate_capacitance(side, levels, volts, 8) / node - 1) < 0.03
C_fringe = node / side**2 - e0 * (1 / t + 1 / t_D)


def tunnel_current(V):
    """WKB current density through the alumina at zero temperature."""
    depth = np.linspace(0, 3, 601)
    x = np.linspace(0, 1, 801)
    top = np.clip(barrier_eV + depth[:, None] - V * x, 0, None)
    kappa_x = np.sqrt(2 * tunnel_mass * const.m_e * qe * top) / hbar
    T = np.exp(-2 * t_D * trapezoid(kappa_x, x, axis=1))
    supply = qe**3 * const.m_e / (2 * np.pi**2 * hbar**3)
    return supply * trapezoid(np.minimum(depth, V) * T, depth)


F = 5.0 / t_D
fn = qe**2 * F**2 / (8 * np.pi * const.h * barrier_eV * tunnel_mass)
fn *= np.exp(-4 * np.sqrt(2 * tunnel_mass * const.m_e * qe)
             * barrier_eV**1.5 / (3 * hbar * F))
assert abs(tunnel_current(5.0) / fn - 1) < 0.15
V_limit = field_limit * t_D
J_1V, J_limit = tunnel_current(1.0), tunnel_current(V_limit)
rate_1V, rate_limit = J_1V * side**2 / qe, J_limit * side**2 / qe

Q_edge = P_edge - eb * Ec
F_edge = Q_edge / (eps_D * e0)
P_limit = brentq(lambda P: P + eb * field(P) - eps_D * e0 * field_limit,
                 0, Ps)
gate_limit = t * field(P_limit) + V_limit
assert abs(uniform_P(gate_limit) / P_limit - 1) < 1e-6
offset_edge = P_edge - C_tot * t * Ec
assert abs(uniform_P(offset_edge / C_D) / P_edge - 1) < 1e-6
one_electron = qe / side**2

kT, volume = const.k * temperature, side**2 * t
P = np.linspace(-2 * Ps, 2 * Ps, 8001)
w = np.exp(-volume * (a * P**2 / 2 + b * P**4 / 4
                      + P**2 / (2 * t * C_tot)) / kT)
rms_uniform = np.sqrt(trapezoid(P**2 * w, P) / trapezoid(w, P))
k = np.pi / side
w = np.exp(-volume * ((a + g * k**2) * P**2 / 4 + 3 * b * P**4 / 32) / kT)
rms_mode = np.sqrt(trapezoid(P**2 / 2 * w, P) / trapezoid(w, P))

# ---------- output ----------
print(f"Ps = {Ps/uC:.1f} uC/cm2; intrinsic Ec = {Ec/MVcm:.2f} MV/cm")
print(f"gradient coefficient g = {g:.1e} m3/F")
print(f"thickness: ferroelectric {t/nm:.1f} nm, alumina {t_D/nm:.1f} nm")
print(f"relative permittivity: background {eps_b:.0f}, alumina {eps_D:.0f}")
print(f"a = {a:.4e} m/F; b = {b:.4e} m5/(F C2)")
print(f"|a| eb = {-a*eb:.3f} (must be below 1)")
print(f"C_D = {C_D*100:.3f} uF/cm2; C_b = {C_b*100:.3f} uF/cm2")
print(f"C_D + C_b = {C_tot*100:.3f} uF/cm2")
print(f"largest allowed sum 1/(|a|t) = {C_allowed*100:.3f} uF/cm2")
print(f"C_F of uniform state = {C_F*100:.3f} uF/cm2")
print(f"ell = sqrt(g/|a|) = {ell/nm:.4f} nm")
print(f"L_max from formula = {L_max/nm:.3f} nm = {L_max*1e10:.2f} angstrom")
print(f"L_max from diagonalisation = {L_numeric/nm:.3f} nm")
print(f"L_max for g ten times smaller = {L_max/np.sqrt(10)/nm:.3f} nm")
print(f"disc: root {disc_root:.4f}, largest diameter "
      f"{disc_diameter/nm:.3f} nm")
print(f"uniform gain dV_D/dV at zero bias = {gain_uniform:.3f}")
print(f"at 1.5 L_max uniform state needs |P|/Ps > {window:.3f}")
print(f"edge of negative slope |P|/Ps = {P_edge/Ps:.3f}")
for ratio, s, gain in zip(sizes, slopes, gains):
    print(f"L/L_max {ratio:.2f}: domain slope/|a| = {s:.3e}, "
          f"gain = {gain:.4f}")
print("Neglected effects")
print(f"lattice cell {cell/nm:.1f} nm: stable up to {stable_cells} cells = "
      f"{stable_cells*cell/nm:.1f} nm")
print(f"metal screening length {screen/nm:.2f} nm: L_max becomes "
      f"{L_screened/nm:.3f} nm")
print(f"two screening layers cancel {100*screen_share:.0f} % of 1/|C_F|")
print(f"example electrode side = {side/nm:.1f} nm")
print(f"fringing capacitance = {C_fringe*100:.3f} uF/cm2")
print(f"C_D + C_b + fringing = {(C_tot+C_fringe)*100:.3f} uF/cm2")
print(f"alumina field at edge of negative slope = {F_edge/MVcm:.2f} MV/cm")
print(f"rough alumina limit {field_limit/MVcm:.1f} MV/cm reached at P = "
      f"{P_limit/uC:.2f} uC/cm2")
print(f"gate voltage there = {gate_limit:.3f} V; V_D = {V_limit:.2f} V")
print(f"tunnel barrier {barrier_eV:.1f} eV, mass {tunnel_mass:.1f} m_e")
print(f"tunnel current at V_D = 1 V: {J_1V/1e4:.2e} A/cm2, "
      f"{rate_1V:.2e} electrons/s")
print(f"tunnel current at V_D = {V_limit:.1f} V: {J_limit/1e4:.2e} A/cm2, "
      f"{rate_limit:.2e} electrons/s")
print(f"one electron on the electrode = {one_electron/uC:.2f} uC/cm2")
print(f"stray charge that ends negative slope at V=0: "
      f"{offset_edge/uC:.2f} uC/cm2")
print(f"thermal rms at {temperature:.0f} K: average P "
      f"{rms_uniform/uC:.2f} uC/cm2")
print(f"thermal rms of softest lateral mode: {rms_mode/uC:.2f} uC/cm2")
print("OK")
```

Printed output:

```
Ps = 20.0 uC/cm2; intrinsic Ec = 1.00 MV/cm
gradient coefficient g = 1.0e-09 m3/F
thickness: ferroelectric 10.0 nm, alumina 4.0 nm
relative permittivity: background 30, alumina 9
a = -1.2990e+09 m/F; b = 3.2476e+10 m5/(F C2)
|a| eb = 0.345 (must be below 1)
C_D = 1.992 uF/cm2; C_b = 2.656 uF/cm2
C_D + C_b = 4.648 uF/cm2
largest allowed sum 1/(|a|t) = 7.698 uF/cm2
C_F of uniform state = -5.042 uF/cm2
ell = sqrt(g/|a|) = 0.8774 nm
L_max from formula = 2.756 nm = 27.56 angstrom
L_max from diagonalisation = 2.756 nm
L_max for g ten times smaller = 0.872 nm
disc: root 1.8412, largest diameter 3.231 nm
uniform gain dV_D/dV at zero bias = 1.653
at 1.5 L_max uniform state needs |P|/Ps > 0.430
edge of negative slope |P|/Ps = 0.577
L/L_max 1.01: domain slope/|a| = -9.608e-01, gain = 1.5923
L/L_max 1.10: domain slope/|a| = -6.722e-01, gain = 1.2928
L/L_max 1.25: domain slope/|a| = -3.732e-01, gain = 1.1247
L/L_max 1.50: domain slope/|a| = -1.409e-01, gain = 1.0399
L/L_max 2.00: domain slope/|a| = -1.979e-02, gain = 1.0052
L/L_max 3.00: domain slope/|a| = -3.473e-04, gain = 1.0001
Neglected effects
lattice cell 0.5 nm: stable up to 5 cells = 2.5 nm
metal screening length 0.05 nm: L_max becomes 3.165 nm
two screening layers cancel 57 % of 1/|C_F|
example electrode side = 2.0 nm
fringing capacitance = 1.759 uF/cm2
C_D + C_b + fringing = 6.408 uF/cm2
alumina field at edge of negative slope = 11.16 MV/cm
rough alumina limit 8.0 MV/cm reached at P = 8.83 uC/cm2
gate voltage there = 2.277 V; V_D = 3.20 V
tunnel barrier 3.0 eV, mass 0.3 m_e
tunnel current at V_D = 1 V: 1.41e-07 A/cm2, 3.52e-02 electrons/s
tunnel current at V_D = 3.2 V: 3.17e-03 A/cm2, 7.92e+02 electrons/s
one electron on the electrode = 4.01 uC/cm2
stray charge that ends negative slope at V=0: 6.90 uC/cm2
thermal rms at 300 K: average P 1.09 uC/cm2
thermal rms of softest lateral mode: 0.94 uC/cm2
OK
```
